\section*{Terrace Widths of Noncrossing Steps Without Energetic Interactions}

\section{Independent points and whole steps}

Q: I have a vicinal surface with parallel steps of equal sign. They wander thermally, and there is no elastic or other energy between them. They therefore know nothing of each other, and along a line across the surface their positions are random points. The terrace widths must then be exponentially distributed.

A: Derive the exponential first, so that we can see what it assumes.

Q: I put $N$ points independently and uniformly on a ring of length $L=N\langle w\rangle$, where $\langle w\rangle$ is the mean terrace width. I start at one point and ask that the next width $w$ ahead be empty. Each of the other $N-1$ points avoids that interval with probability $1-w/L$. With $s=w/\langle w\rangle$,
\begin{equation}
\mathrm{Prob}(\text{gap}>s)=\left(1-\frac{s}{N}\right)^{N-1}\longrightarrow e^{-s}
\qquad (N\to\infty).
\end{equation}
The density is minus the derivative, again $e^{-s}$. Steps cannot cross, I admit, but that just means that I number the points from left to right. Sorting excludes no set of points.

A: For points, that is right. But a step is a line, and a cross-section is one cut through many lines. Equilibrium assigns a weight to each configuration of whole lines. The weight of a set of positions in your cut is the summed weight of all noncrossing lines through those positions. You took that sum to be the same for every set.

Q: Why should it differ, if no energy depends on the distance?

A: Because two lines that pass close to each other in the cut have fewer ways to continue without meeting. We can calculate how many fewer.

\section{Two neighbouring steps}

A: Let $y$ run along the mean step direction and let $x_j(y)$ be the position of step $j$. For small slopes and a constant stiffness $\tilde\beta$, the configuration has the weight
\begin{equation}
\exp\left[-\frac{\tilde\beta}{2kT}\int dy\sum_j\left(\frac{dx_j}{dy}\right)^2\right],
\label{weight}
\end{equation}
and weight zero if two steps meet. I treat $x$ as continuous, so the lattice spacing must be small compared with the widths considered.

Over a short length $\delta$, a displacement $\Delta x$ has weight $\exp[-\tilde\beta(\Delta x)^2/(2kT\delta)]$. This is a Gaussian of variance $D\delta$, with
\begin{equation}
D=\frac{kT}{\tilde\beta},
\end{equation}
which is a length. A free step is thus a random walk in which $y$ plays the part of time. The difference $r=x_2-x_1$ of two steps has twice the variance, $2D\delta$. Averaging a function $u(r)$ over such a displacement gives $u+\frac12(2D\delta)u''$, so that
\begin{equation}
\frac{\partial u}{\partial y}=D\frac{\partial^2u}{\partial r^2}.
\end{equation}

Let $u(r,y)$ be the fraction of path pairs, starting a distance $r$ apart, that have not met after a length $y$.

Q: Then I need $u(r,0)=1$ and $u(0,y)=0$.

A: Yes. The free kernel is $G(r)=e^{-r^2/4Dy}/\sqrt{4\pi Dy}$. Take a path from $r$ to $r'>0$ that touches zero, and reflect the part after its first contact. This gives a path of equal weight from $r$ to $-r'$, and every path to $-r'$ arises in this way. The paths that never touch therefore have weight $G(r-r')-G(r+r')$. Summing over the free end,
\begin{align}
u(r,y)&=\int_0^\infty\left[G(r-r')-G(r+r')\right]dr'
=\int_{-r}^{\infty}G(z)\,dz-\int_r^\infty G(z)\,dz\nonumber\\
&=\int_{-r}^{r}G(z)\,dz
=\operatorname{erf}\left(\frac{r}{\sqrt{4Dy}}\right)
\simeq\frac{r}{\sqrt{\pi Dy}}
\qquad (r\ll\sqrt{Dy}).
\label{survival}
\end{align}

Q: So the number of allowed continuations is linear in the distance.

A: On one side of the cut. The steps continue on both sides, and for given positions in the cut the two halves are independent. The weights multiply:
\begin{equation}
u(r,y)^2\simeq\frac{r^2}{\pi Dy}.
\label{twosides}
\end{equation}
Narrow terraces are suppressed quadratically, although no energy depends on $r$. Your sorting imposed the order in the cut alone; the weight (\ref{weight}) imposes it at every $y$.

\section{Many steps}

Q: In (\ref{twosides}) the prefactor goes to zero for long steps. What happens on a real staircase, where the pair is confined by its neighbours?

A: The distribution becomes stationary. Take two steps on a ring of length $L=2\langle w\rangle$ first. Now $r$ lies between $0$ and $L$, and $u$ vanishes at both ends. The modes are $\sin(n\pi r/L)$ and decay as $e^{-D(n\pi/L)^2y}$. Far from the step ends the mode $n=1$ remains, once for each side of the cut. The normalized density of $r$ is $(2/L)\sin^2(\pi r/L)$. With $r=sL/2$,
\begin{equation}
P(s)=\frac L2\,\frac2L\sin^2\frac{\pi s}{2}=\sin^2\frac{\pi s}{2}\simeq\frac{\pi^2}{4}s^2,
\qquad 0<s<2 .
\label{two}
\end{equation}

For $N$ steps the transfer operator over a length $y$ is $e^{-yH}$, with
\begin{equation}
H=-\frac D2\sum_{j=1}^N\frac{\partial^2}{\partial x_j^2},\qquad
\Psi=0\ \text{ where two neighbours meet}.
\end{equation}
Summing over everything on one side of a distant cut leaves the lowest eigenfunction $\Psi_0$, so the joint density in the cut is $\Psi_0^2$.

Q: How do you find $\Psi_0$ for $N$ steps that must avoid each other?

A: A determinant of plane waves vanishes when two coordinates coincide. Take $k_a=\frac{2\pi}{L}\left(a-\frac{N-1}{2}\right)$, $a=0,\dots,N-1$, and write $z_j=e^{2\pi ix_j/L}$. Taking the common factor out of each column leaves a Vandermonde determinant:
\begin{equation}
\det\left[e^{ik_ax_j}\right]=\prod_je^{-i\pi(N-1)x_j/L}\prod_{i<j}(z_j-z_i).
\end{equation}
Each difference is $z_j-z_i=2i\,e^{i\pi(x_i+x_j)/L}\sin[\pi(x_j-x_i)/L]$. Every $x_j$ occurs in $N-1$ pairs, so these phases cancel the first product. Up to a constant,
\begin{equation}
\Psi_0=\prod_{i<j}\left|\sin\frac{\pi(x_j-x_i)}{L}\right|.
\label{psi}
\end{equation}
Within one ordering of the steps the sines keep their sign, so this is an eigenfunction of $H$. It vanishes at contacts and is positive elsewhere. The lowest eigenfunction can be chosen nonnegative, so its overlap with (\ref{psi}) is not zero. Eigenfunctions with different eigenvalues are orthogonal, hence (\ref{psi}) belongs to the lowest eigenvalue.

Q: These are free fermions. Are the steps fermions?

A: No. The steps are classical lines, and the determinant is a way to satisfy the contact condition. A lattice version, defined by allowed kinks without any reference to fermions, was diagonalized for four steps on 40 sites; its lowest state agrees with (\ref{psi}).

\section{The coefficient of the quadratic law}

Q: I can see $\Psi_0^2\propto r^2$ for a close pair. What is the coefficient for many steps?

A: We need the pair density. With orbitals $e^{ik_ax}/\sqrt L$, the normalized joint density for unlabelled coordinates is $\frac1{N!}\det[K(x_i-x_j)]$, where summing the geometric series gives
\begin{equation}
K(r)=\frac1L\sum_ae^{ik_ar}=\frac{\sin(\pi Nr/L)}{L\sin(\pi r/L)} .
\end{equation}
Orthonormality gives $\int K(x-z)K(z-y)\,dz=K(x-y)$ and $\int K(0)\,dz=N$. Now integrate an $n\times n$ determinant over its last coordinate. Permutations that leave $n$ fixed give $N$ times the smaller determinant. In the others, $n$ sits inside a cycle; integration removes it from the cycle and changes the sign, and there are $n-1$ places where it could have been. Hence
\begin{equation}
\int\det{}_n\,dx_n=(N-n+1)\det{}_{n-1}.
\end{equation}
Integrating from $N$ coordinates down to $n$ gives the factor $(N-n)!$. The $n$-point density carries the factor $N!/(N-n)!$ for the choice of steps. All factorials cancel, and
\begin{equation}
\rho_n(x_1,\dots,x_n)=\det[K(x_i-x_j)]_{n\times n}.
\label{rhon}
\end{equation}
For $n=2$, divide by $(N/L)^2$ and put $r=sL/N$:
\begin{equation}
g_N(s)=1-\left[\frac{\sin\pi s}{N\sin(\pi s/N)}\right]^2
\simeq\frac{\pi^2s^2}{3}\left(1-\frac1{N^2}\right).
\end{equation}
The expansion uses $\sin z\simeq z(1-z^2/6)$ above and below. For $N=2$ it returns the $\pi^2/4$ of (\ref{two}). For $N\to\infty$,
\begin{equation}
g(s)=1-\left(\frac{\sin\pi s}{\pi s}\right)^2=\frac{\pi^2}{3}s^2-\frac{2\pi^4}{45}s^4+\dots
\end{equation}

Q: But $g$ counts any step at distance $s$, and a terrace ends at the nearest one.

A: The difference comes from configurations with a further step in between, at $t$ with $0<t<s$. By (\ref{psi}) the density of three close steps is proportional to the squares of their three distances, so to leading order
\begin{equation}
g(s)-P(s)\propto s^2\int_0^st^2(s-t)^2dt=\frac{s^7}{30}.
\end{equation}
The computed difference grows with a local power of 6.91 between $s=0.15$ and $0.30$. The first two terms of $g$ are therefore also those of $P$:
\begin{equation}
P(s)=\frac{\pi^2}{3}s^2-\frac{2\pi^4}{45}s^4+\dots
\label{small}
\end{equation}
At $s=0.02$ the computed $P/s^2$ is 3.288, and $\pi^2/3=3.290$.

\section{The whole distribution}

Q: What replaces $e^{-s}$ at ordinary widths?

A: Measure lengths in units of $\langle w\rangle$, and let $E(s)$ be the probability that an interval of length $s$ holds no step. It is the mean of $\prod_j[1-\chi(x_j)]$, where $\chi$ is one inside the interval and zero outside. Multiplying out and using (\ref{rhon}),
\begin{equation}
E(s)=\sum_{n\ge0}\frac{(-1)^n}{n!}\int_0^s\!\!dx_1\cdots\int_0^s\!\!dx_n\,\det[K(x_i-x_j)]
=\det(1-K_s),
\end{equation}
where the series defines the determinant of the integral operator $K_s$ on $(0,s)$, with $K(x-y)=\sin\pi(x-y)/[\pi(x-y)]$ for many steps.

Lengthen the interval by $ds$. The probability $E$ falls by the chance that a step lies in $ds$ and the terrace behind it is wider than $s$. The step density is one, so
\begin{equation}
-E'(s)=\int_s^\infty P(t)\,dt,\qquad P(s)=E''(s).
\end{equation}
The fraction of terraces narrower than $s$ is $F(s)=1+E'(s)$. Two integrations by parts, with $E(s)$ vanishing rapidly at large $s$, give $\int_0^\infty s^2E''ds=2\int_0^\infty E\,ds$. The variance is therefore $2\int_0^\infty E\,ds-1$, which evaluates to 0.180. For the exponential it is 1.

Q: Is there a formula I can draw without a determinant?

A: An approximate one. Keep the quadratic start and assume a Gaussian tail, $P_W=as^2e^{-bs^2}$. Unit norm and unit mean require
\begin{equation}
\frac{a\sqrt\pi}{4b^{3/2}}=1,\qquad\frac{a}{2b^2}=1 .
\end{equation}
The second gives $a=2b^2$; the first then reads $\sqrt{\pi b}/2=1$. Hence $b=4/\pi$, $a=32/\pi^2$, and
\begin{equation}
P_W(s)=\frac{32}{\pi^2}s^2e^{-4s^2/\pi}.
\end{equation}
This is the Wigner surmise. Its second moment is $3/(2b)=3\pi/8$, so its variance is $3\pi/8-1=0.178$. For $s$ between 0 and 3 it differs from $P$ by at most about 0.005 on the computed grid. Its initial coefficient, 3.242, is about 1.4 per cent below $\pi^2/3$.

\section{Numbers for one staircase}

Q: What does this mean for widths in nanometres?

A: Take round model parameters: $\tilde\beta=100$ meV/nm, $T=900$ K and $\langle w\rangle=5$ nm. Then $kT=77.56$ meV and $D=0.7756$ nm. A free step wanders by about one mean width over the collision length
\begin{equation}
y_c=\frac{\langle w\rangle^2}{D}=\frac{\tilde\beta\langle w\rangle^2}{kT}
=\frac{100\times25}{77.56}\ \text{nm}=32.2\ \text{nm}.
\end{equation}
For terraces narrower than 1 nm, $s=0.2$. Your law gives $1-e^{-0.2}=0.181$. Integrating the leading term of (\ref{small}) gives
\begin{equation}
F(s)\simeq\frac{\pi^2s^3}{9}=\frac{9.870\times0.008}{9}=0.0088,
\end{equation}
and the full distribution gives 0.0085. The fractions at three widths are:
\begin{center}
\begin{tabular}{ccc}
narrower than (nm) & noncrossing & exponential\\
0.5 & 0.0011 & 0.095\\
1.0 & 0.0085 & 0.181\\
2.0 & 0.062 & 0.330
\end{tabular}
\end{center}
These are values of the continuum model. If the allowed step positions on a crystal are a few tenths of a nanometre apart, only one or two different widths lie below 0.5 nm. The weight (\ref{weight}) also assumes small slopes. Two steps a distance $r$ apart typically meet within a length of order $r^2/D$, so the slopes that matter are of order $D/r$: about 1.6 at 0.5 nm, 0.8 at 1 nm and 0.4 at 2 nm. With these parameters the table therefore illustrates the continuum law and does not predict measured fractions, least of all in its first two rows. In the continuum model, the two laws differ at 1 nm by a factor of about 21. At 2 nm the cubic estimate, 0.070, is already 13 per cent too high relative to the full value, because the negative $s^4$ term in (\ref{small}) matters.

Q: And the wide terraces?

A: Beyond about 1.8 mean widths their density is lower than the exponential too. At $s=2$ the density is 0.081, against 0.135 for the exponential. The weight gathers near the mean: at $s=1$ it is 0.903 against 0.368. The standard deviation of the width is $5\sqrt{0.180}=2.12$ nm instead of 5 nm.

\section{When the quadratic law fails}

Q: Your argument needed room on both sides of the cut. What if I look at the end of the steps?

A: At a free end, where all end positions have equal weight, one side is missing. The joint density is proportional to $\Psi_0$ instead of $\Psi_0^2$, and the suppression is linear. On the ring of four steps and 40 sites, the probability of a gap of two sites divided by that of one site is 3.86 in the interior and 1.95 at a free end. Pure quadratic and linear laws would give 4 and 2. Random points on the same ring give 0.95.

Q: Then very short steps should bring my random points back.

A: They do. Let steps of length $\ell$ have two free ends, and cut them in the middle, so that each side has length $\ell/2$. By (\ref{survival}), an isolated pair is depleted to about a quarter of its random density, or less, at widths up to $\sqrt{D\ell/2}$, which is $\langle w\rangle\sqrt{\ell/2y_c}$. On the ring, with a mean width of ten sites, the probability of a one-site gap is:
\begin{center}
\begin{tabular}{cc}
$\ell/y_c$ & one-site gap\\
0 & 0.0769\\
0.01 & 0.0386\\
0.1 & 0.0073\\
1 & 0.0031\\
10 & 0.0030
\end{tabular}
\end{center}
At $\ell=0.01\,y_c$ the depletion width is about 0.7 site. The one-site gap has lost half its probability, while the two-site gap has gone from 0.073 to 0.070. For this ring, little changes beyond $\ell=y_c$. With many steps, my derivation takes the length to infinity first and the number of steps afterwards; the four-step ring does not show how fast a large staircase settles.

Q: Is there any way for long steps to have my distribution?

A: Yes, but it takes an interaction. On the lattice, let every allowed kink, one step moving by one site, have weight $\kappa$ per unit length. With $N$ steps there are $2N$ conceivable kinks. Each pair of steps on adjacent sites forbids two of them, because either step would land on the other. With $c$ adjacent pairs, the weight of the available kinks is
\begin{equation}
\kappa(2N-2c).
\end{equation}
Now add a contact attraction of energy $-2\kappa kT$ per unit length for each adjacent pair. It contributes $+2\kappa c$ to the same sum, which becomes $2N\kappa$ for every configuration. A constant function is then an eigenfunction of the transfer operator. It is positive, so by the earlier argument it is the dominant one, and all sets of positions are equally likely. On the ring, the diagonalized model with this attraction gives 0.0769 for the one-site gap, the random-point value.

Q: So independent widths would be a sign of attraction, not of its absence.

A: For long steps in this model, that attraction is one way to produce them, but only at exactly this strength, which is tied to $\kappa$ and $T$. For two steps on a ring, a weaker attraction leaves narrow terraces depleted, the more so the more sites the mean width spans, and a stronger one binds the steps together. The converse matters as well when you read a measured distribution: a lack of narrow terraces does not by itself prove an energetic repulsion, since (\ref{small}) contains none. The power two, however, belongs to steps without interaction. Steps on real crystals generally also repel elastically, with an energy $A/r^2$ per unit length. Near contact the pair equation then reads $Du''=(A/kT)\,u/r^2$, so $u\propto r^\nu$ with $\nu(\nu-1)=A\tilde\beta/(kT)^2$, and the density starts as $s^{2\nu}$ with $2\nu=1+\sqrt{1+4A\tilde\beta/(kT)^2}>2$. An energetic repulsion shows itself in a suppression stronger than quadratic. The computed values behind this discussion are collected in the numerical output below.

\section*{Computed values}
\begin{verbatim}
stiffness = 100.0 meV/nm, temperature = 900 K
mean terrace width = 5.0 nm, kT = 77.56 meV
collision length y_c = 32.23 nm
sorted random points: fraction with s < 0.2 = 0.1806
two-step decay rate: slices 0.07645, formula 0.07654 1/nm
lattice ring: 4 steps, 40 sites, 9139 gap states
largest eigenvalue/kappa: diagonalized 7.87714902, fermions 7.87714902
ring, probability(gap 2 sites)/probability(gap 1 site):
  interior 3.859, free end 1.952, random points 0.947
ring, gap of 1 site: tuned attraction 0.07692, random points 0.07692
ring, middle of steps of finite length with free ends:
  length/y_c  length(nm)  prob(gap 1 site)  prob(gap 2 sites)
        0.00        0.00           0.07692            0.07287
        0.01        0.32           0.03855            0.07029
        0.10        3.22           0.00732            0.02591
        1.00       32.23           0.00307            0.01184
       10.00      322.35           0.00305            0.01176
|lattice - continuum| in P, 10^6 steps: 3.74e-06 (10 sites/step), 2.33e-07 (20)
same, 40 sites/step: 1.84e-04 (50 steps), 4.61e-05 (100 steps)
same, 1000 steps: 5.78e-07 (20 sites/step), 4.65e-07 (40)
P(s)/s^2 at s = 0.02: 3.2881; pi^2/3 = 3.2899; surmise 32/pi^2 = 3.2423
local power of g(s)-P(s) between s = 0.15 and 0.30: 6.91
variance of s: noncrossing 0.17999, surmise 0.17810, exponential 1.00000
largest |P - surmise| for s from 0 to 3: 0.0052
      s   P noncrossing   surmise   exponential
   0.10         0.03247   0.03201       0.90484
   0.20         0.12486   0.12325       0.81873
   0.50         0.59323   0.58959       0.60653
   1.00         0.90290   0.90759       0.36788
   1.50         0.41460   0.41579       0.22313
   2.00         0.08130   0.07963       0.13534
  width(nm)  fraction narrower: noncrossing  cubic law  exponential
        0.5                         0.00109    0.00110      0.09516
        1.0                         0.00850    0.00877      0.18127
        2.0                         0.06198    0.07018      0.32968
standard deviation of width: noncrossing 2.121 nm, exponential 5.000 nm
\end{verbatim}
